# Transmission near the band centre of a chain with n side sites

## A transmission zero of order $2n$

A side site attached to a conducting chain blocks an electron at one energy. If several such sites are treated as independent obstacles, whose ratios of reflection to transmission add, the transmission predicted near that energy can be badly wrong. For the parameters used below, one side site transmits $T_1=0.0269$ at 0.3 eV from the band centre, so that $(1-T_1)/T_1=36.1$. Two independent obstacles would give $1/(1+2\times36.1)=0.0137$. The coherent answer for two adjacent attached sites is $1.96\times10^{-4}$, smaller by a factor of about 70. Independent addition changes the prefactor of the law $T\propto E^2$, whereas coherent scattering from adjacent attached sites changes the exponent.

### Model and scattering wave

Take an infinite chain with site energy zero and hopping matrix element $-t$ between neighbours. Each of the adjacent sites $j=1,\dots,n$ is joined to its own side site, of energy zero, by the matrix element $-v$, with $t,v>0$. The electrons do not interact and stay coherent. With chain amplitudes $\psi_j$ and side amplitudes $\phi_j$, the equations at the attached sites are

$$E\psi_j=-t(\psi_{j+1}+\psi_{j-1})-v\phi_j,\tag{1}$$

$$E\phi_j=-v\psi_j .\tag{2}$$

On all other chain sites the term in $v$ is absent. A wave $e^{ikj}$ there has

$$E=-2t\cos k,\qquad 0<k<\pi. \tag{3}$$

Since $dE/dk=2t\sin k>0$, this wave moves to the right. For a wave arriving from the left,

$$\psi_j=e^{ikj}+re^{-ikj}\ (j\le1),\qquad \psi_j=s\,e^{ik(j-n)}\ (j\ge n).\tag{4}$$

The left form includes $j=1$ because the equation at the plain site 0 contains $\psi_1$. The right form includes $j=n$ for the same reason at site $n+1$. Both leads have the same velocity, so $R=|r|^2$ and $T=|s|^2$.

### The exact transmission

For $E\ne0$, equation (2) gives $\phi_j=-v\psi_j/E$. The last term of (1) is then $+(v^2/E)\psi_j$: the side site acts as a site energy $v^2/E$, which diverges at the band centre. Moving this term to the left and dividing by $-t$ gives

$$\psi_{j+1}=x\psi_j-\psi_{j-1},\qquad x=\frac1t\left(\frac{v^2}{E}-E\right).\tag{5}$$

Define polynomials by

$$P_{-1}=0,\quad P_0=1,\quad P_m=xP_{m-1}-P_{m-2}.\tag{6}$$

Applying (5) $n$ times gives

$$\begin{pmatrix}\psi_{n+1}\\ \psi_n\end{pmatrix}=M^n\begin{pmatrix}\psi_1\\ \psi_0\end{pmatrix},\qquad M=\begin{pmatrix}x&-1\\1&0\end{pmatrix},$$

$$M^n=\begin{pmatrix}P_n&-P_{n-1}\\P_{n-1}&-P_{n-2}\end{pmatrix}.\tag{7}$$

For $n=1$ this is $M$ itself. Multiplying (7) by $M$ from the left gives the upper row $xP_n-P_{n-1}=P_{n+1}$ and $-(xP_{n-1}-P_{n-2})=-P_n$, while the lower row is the old upper row. This is (7) with $n$ replaced by $n+1$, so the induction is complete.

Since $\det M=1$, also $\det M^n=1$, and the inverse follows by exchanging the diagonal elements and reversing the signs of the others. With $\psi_{n+1}=se^{ik}$ and $\psi_n=s$,

$$\psi_1=s(P_{n-1}-e^{ik}P_{n-2}),\qquad \psi_0=s(P_n-e^{ik}P_{n-1}).\tag{8}$$

From (4), $\psi_0=1+r$ and $\psi_1=e^{ik}+re^{-ik}$. The combination $\psi_1-e^{ik}\psi_0$ removes the incident wave and equals $r(e^{-ik}-e^{ik})=-2ir\sin k$. Inserting (8),

$$-2ir\sin k=se^{ik}\left[2\cos k\,P_{n-1}-(P_n+P_{n-2})\right].$$

By (6), $P_n+P_{n-2}=xP_{n-1}$. By (3) and (5), $2\cos k-x=-E/t-v^2/(tE)+E/t=-v^2/(tE)$. Therefore

$$2ir\sin k=se^{ik}\frac{v^2}{tE}P_{n-1}.\tag{9}$$

Current conservation supplies the second relation. Multiply (1) by $\psi_j^*$ and take the imaginary part. The term $\psi_j^*\phi_j$ is real, because $\phi_j$ is a real multiple of $\psi_j$. What remains is $\mathrm{Im}(\psi_j^*\psi_{j+1})=\mathrm{Im}(\psi_{j-1}^*\psi_j)$, and the same holds on plain sites. This quantity is $(1-|r|^2)\sin k$ on the left and $|s|^2\sin k$ on the right, so $R+T=1$. Hence $1/T=1+|r|^2/|s|^2$. With $4t^2\sin^2k=4t^2-E^2$, equation (9) gives

$$\boxed{\frac1{T_n}=1+\frac{v^4P_{n-1}(x)^2}{E^2(4t^2-E^2)}}\tag{10}$$

for $0<|E|<2t$.

### The band centre

As $E\to0$, $|x|$ grows without limit and the highest power in $P_{n-1}$ dominates. To find the next term, suppose that

$$P_m=x^m-(m-1)x^{m-2}+O(x^{m-4}),\qquad m\ge1.\tag{11}$$

This holds for $P_1=x$ and $P_2=x^2-1$. In the recursion, $xP_m-P_{m-1}$ has second coefficient $-(m-1)-1=-m$, as required. Using $x\simeq v^2/(tE)$ and $P_{n-1}\simeq x^{n-1}$ in (10),

$$\frac1{T_n}\simeq\frac{v^4}{4t^2E^2}\left(\frac{v^2}{tE}\right)^{2n-2}
=\frac14\left(\frac{v^2}{tE}\right)^{2n},$$

$$\boxed{T_n\simeq4\left(\frac{tE}{v^2}\right)^{2n}}\qquad(E\to0).\tag{12}$$

The range of this law follows from the next order. For $n\ge2$, the factors omitted from $1/T_n$ are $1+E^2/(4t^2)$ from the lead velocity, $(1-E^2/v^2)^{2n-2}$ from $x$, and $[1-(n-2)t^2E^2/v^4]^2$ from (11). The 1 in (10) adds a relative correction of order $E^{2n}$, which is of higher order. Inverting the product gives $T_n\simeq4(tE/v^2)^{2n}(1+c_nE^2)$ with

$$c_n=\frac{2(n-1)}{v^2}+\frac{2(n-2)t^2}{v^4}-\frac1{4t^2}\quad(n\ge2).\tag{13}$$

For $n=1$, $P_0=1$ has no correction but the 1 in (10) does count, so $c_1=-1/(4t^2)-4t^2/v^4$. The law needs $|c_n|E^2\ll1$. Because $c_n$ grows with $n$, the energy window narrows for long attached segments.

At $E=0$ the elimination of $\phi_j$ is not allowed, but (2) then says directly that $\psi_1=\dots=\psi_n=0$. Thus $s=\psi_n=0$ and $T_n(0)=0$. The equation at site 0 gives $\psi_{-1}=-\psi_1=0$. With $k=\pi/2$ this reads $-i+ir=0$, so $r=1$ and $\psi_0=2$. Equation (1) at site 1 becomes $0=-t\psi_0-v\phi_1$, hence $\phi_1=-2t/v$. The other side amplitudes vanish, since their chain neighbours carry no amplitude.

The first side site therefore already stops the wave at $E=0$. The others do not deepen the zero; they raise the order with which it is approached. Slightly off centre, each attached site reduces the amplitude by a factor of about $tE/v^2$, and these factors multiply.

### A long segment at fixed energy

An endless chain with a side site on every chain site has waves $e^{iqj}$ if $2\cos q=x$, which needs $|x|\le2$. For $E>0$, $x$ falls as $E$ rises and reaches 2 when $E^2+2tE-v^2=0$. The segment thus has a gap

$$|E|<E_g=\sqrt{t^2+v^2}-t.\tag{14}$$

The value $x=-2$ is reached at $E=\sqrt{t^2+v^2}+t$, outside the band of the leads. Inside the gap, for $E>0$, put $x=2\cosh\kappa$ with $\kappa>0$. Then $P_{n-1}=\sinh(n\kappa)/\sinh\kappa$, because this expression obeys (6) and its starting values. For $n\kappa\gg1$, one more attached site multiplies $T$ by $e^{-2\kappa}$. Near the centre $e^{-\kappa}\simeq1/x\simeq tE/v^2$, which recovers the factor in (12). At the gap edge $P_{n-1}=n$. If this edge lies inside the band of the leads, which requires $v^2<8t^2$, the decay with $n$ there is algebraic instead of exponential.

### Which conditions fix the exponent

It is useful to follow the wave backwards from the exit, using $\psi_{j-1}=x_j\psi_j-\psi_{j+1}$. On an attached site $x_j=x$ is large; on a plain site $x_j=-E/t$. When all $n$ sites are attached, $\psi_0\simeq x^ns$. Since $\psi_0\to2$, (12) follows again.

Now let two attached sites, 1 and 3, have one plain site between them. Then $\psi_2\simeq xs$. At the plain site the product $(-E/t)x$ tends to $-v^2/t^2$, which is finite, so $\psi_1\simeq-(1+v^2/t^2)s$. One further step gives $\psi_0\simeq-(2+v^2/t^2)xs$, and

$$T\simeq\frac{4t^6E^2}{v^4(v^2+2t^2)^2}.\tag{15}$$

The exponent is 2, not 4. The enclosed site has its own level at zero energy, and this resonance cancels one of the two factors of $E$ in the amplitude. With two plain sites between, the same steps give $\psi_3\simeq xs$, $\psi_2\simeq-(1+v^2/t^2)s$, $\psi_1\simeq-xs$ and $\psi_0\simeq-x^2s$. The exponent 4 and the prefactor of (12) return. Adjacency is therefore sufficient but not necessary.

If the side sites have energies $\varepsilon_j$, then $E$ in the term $v^2/E$ becomes $E-\varepsilon_j$. For $|E|\ll t$, where $\psi_0$ is still close to 2, and as long as all $|x_j|$ are large,

$$T\simeq4\prod_{j=1}^n\left[\frac{t(E-\varepsilon_j)}{v^2}\right]^2.\tag{16}$$

Equal shifts move the zero as a whole. Unequal shifts split it into separate zeros of lower order.

A direct coupling $-w$ between the side sites does more harm. For $n=2$ and $E=0$, the side equations are $0=-v\psi_1-w\phi_2$ and $0=-v\psi_2-w\phi_1$. Inserting $\phi_1=-v\psi_2/w$ into (1) at site 1 gives $(v^2/w-t)\psi_2=t\psi_0$. For $tw\ll v^2$, $\psi_0$ remains close to 2, and

$$T(0)\simeq4\left(\frac{tw}{v^2}\right)^2.\tag{17}$$

This equals the ideal value $4(tE/v^2)^4$ at $E=v\sqrt{w/t}$. Below roughly that energy the quartic law is hidden.

The contact can also change. From (4), $\psi_0=e^{ik}\psi_1+1-e^{2ik}$. The left lead thus adds to site 1 the complex energy $\Sigma=-te^{ik}$ and a source of size $2t\sin k$. The right lead adds the same $\Sigma$ to site $n$. With $\Gamma=-2\,\mathrm{Im}\,\Sigma=2t\sin k$ and the Green function $G=(E-H-\Sigma)^{-1}$ of the segment, $T=\Gamma^2|G_{1n}|^2$. For large $x$, repeated use of (5) gives $|G_{1n}|\simeq1/(t|x|^n)$. A broad metal-like contact with $\Sigma=-i\Gamma/2$ and constant $\Gamma$ then multiplies (12) by $(\Gamma/2t)^2$ and leaves the exponent unchanged.

### Temperature

Let the Fermi level lie at the band centre. The linear conductance, with two spins, is $G=(2e^2/h)\int T(E)(-f')\,dE$, where $f$ is the Fermi function. Put $u=E/k_B\Theta$ at temperature $\Theta$. For $k_B\Theta$ small enough that (12) holds over the thermal window,

$$G_n\simeq\frac{2e^2}{h}\,4\left(\frac{tk_B\Theta}{v^2}\right)^{2n}I_n,\qquad
I_n=\int_{-\infty}^{\infty}\frac{u^{2n}e^u\,du}{(1+e^u)^2}.\tag{18}$$

For $u>0$ the weight is $\sum_{m\ge1}(-1)^{m+1}me^{-mu}$. Integration term by term gives $I_n=2(2n)!\sum_{m\ge1}(-1)^{m+1}/m^{2n}$, so $I_1=\pi^2/3$ and $I_2=7\pi^4/15$. The conductance varies as $\Theta^{2n}$.

### Numbers for a carbon unit

Take $t=2.5$ eV and $v=3.0$ eV, rough values for single and double bonds in carbon $\pi$ systems. The case $n=2$ is then a butadiene unit wired at its two inner carbons. The gap edge (14) is 1.41 eV.

At $E=0.3$ eV, $x=(30-0.3)/2.5=11.88$ and $P_1=x$. Equation (10) gives

$$\frac1{T_2}=1+\frac{81\times11.88^2}{0.09\times24.91}\simeq5100,\qquad T_2=1.96\times10^{-4}.$$

The small ratio is $tE/v^2=0.0833$, and (12) gives $4\times0.0833^4=1.93\times10^{-4}$. The correction $c_2E^2=0.182\times0.09=0.016$ accounts for the difference. For $n=1,3,4$ the exact values are $2.69\times10^{-2}$, $1.41\times10^{-6}$ and $1.01\times10^{-8}$. For $n=4$ the leading law is 8% below the exact value, as expected from the growth of $c_n$.

At 300 K, $k_B\Theta=0.02585$ eV and $2e^2/h=77481$ nS. Equation (18) gives 52.6 nS for $n=1$ and 0.0375 nS for $n=2$. Numerical integration of the full transmission gives 52.4 and 0.0376 nS.

The table shows what several omitted effects do to $n=2$, each taken alone with the other parameters fixed. The transmissions come from numerical solution of the site equations or from the Green function, and the conductances from numerical thermal integration.

| Case | $T(0)$ | $T(0.3\text{ eV})$ | $G$ at 300 K (nS) |
|---|---|---|---|
| Ideal | 0 | $2.0\times10^{-4}$ | 0.038 |
| Both side energies 0.1 eV | $2.4\times10^{-6}$ | $3.8\times10^{-5}$ | 0.47 |
| Side energies $\pm0.1$ eV | $2.4\times10^{-6}$ | $1.5\times10^{-4}$ | 0.14 |
| Side–side, 0.01 eV | $3.1\times10^{-5}$ | $3.9\times10^{-4}$ | 2.7 |
| Second neighbours, 0.1 eV | $1.8\times10^{-6}$ | $4.1\times10^{-5}$ | 0.40 |
| Metal-like, $\Gamma=0.5$ eV | 0 | $2.0\times10^{-6}$ | 0.00038 |
| Repulsion, 4 eV | $1.2\times10^{-3}$ | $6.0\times10^{-4}$ | 89 |

The energy shifts follow (16). The side–side coupling gives $T(0)$ as in (17) and hides the quartic law below about $3.0\sqrt{0.01/2.5}=0.19$ eV. The second-neighbour row couples each side site to the chain neighbours of its own site, and also chain site 0 to 2 and 1 to 3; second-neighbour couplings elsewhere on the chain are left out. Its values resemble those of a common shift because these couplings move the zero to about 0.1 eV. They also split it slightly, into two zeros at 0.07 and 0.12 eV.

The last row adds an on-site repulsion $U(n_\uparrow-\tfrac12)(n_\downarrow-\tfrac12)$ to the four carbon sites, where $n_\uparrow$ and $n_\downarrow$ are the occupations of a site by the two spins and $U=4$ eV is a rough effective value. This form keeps the band centre at half filling. The isolated unit with four electrons was diagonalized in its complete space of 256 many-electron states. Its Green function $g$ on the two chain sites was then joined to the leads through $G=(1-g\Sigma)^{-1}g$. This is exact without repulsion and approximate with it, and only elastic transmission is kept.

In this approximation the zero at the band centre splits into two, near $\pm0.56$ eV, and $T(0)$ exceeds even $T(0.3\text{ eV})$. The size of the effect is uncertain, because the unit is strongly coupled to the leads. If two plain chain sites on each side are included in the exact diagonalization, $T(0)$ falls from $1.2\times10^{-3}$ to $5.6\times10^{-4}$, and with four on each side to $4.2\times10^{-4}$. The two zeros move inward at the same time, from $\pm0.56$ to $\pm0.43$ and $\pm0.39$ eV, so their position is not converged. Second-order perturbation theory in the repulsion, with long leads, gives $2.5\times10^{-4}$. The entries for $T(0)$ and $G$ in the last row are therefore probably too large, by a factor of up to about five. The entry for $T(0.3\text{ eV})$ is less reliable still, because the zero moves towards that energy: it falls from $6.0\times10^{-4}$ to $1.5\times10^{-4}$ and $7.1\times10^{-5}$ with two and four plain sites on each side. The result also depends strongly on $U$: for the isolated unit $T(0)$ is $4.4\times10^{-4}$ at $U=3$ eV and $3.6\times10^{-3}$ at $U=6$ eV. At $U=4$ eV even the smallest of these estimates of $T(0)$ raises the conductance several hundredfold above the ideal value for $n=2$. A real carbon unit breaks the assumption of independent electrons, so neither the ideal 0.038 nS nor the law $G\propto\Theta^4$ should be expected of it on the strength of (12). Long-range repulsion, vibrations, transport through $\sigma$ electrons and the bond alternation of carbon chains are also left out. The exponent $2n$ is a property of the coherent independent-electron model, and it can be seen only where the splittings, bypass couplings and interactions are small enough at the energy or temperature used.

All numerical values are calculated from the stated model.
